# Two-sided linear bounds on the Mayadas-Shatzkes grain-boundary resistivity, part 2

A metal carries a current along \(x\). Its grain boundaries are modelled as planes normal to \(x\), at mean distance \(D\). Its resistivity is \(\rho\), or \(\rho_0\) without boundaries. Electrons have Fermi speed \(v_F\), relaxation time \(\tau\) and bulk mean free path \(\lambda=v_F\tau\). In derivations \(\hbar=m=e=1\), so the wave number along \(x\) is \(k=|v_x|\). Define \(u=|v_x|/v_F\) and

\[
\langle F\rangle=3\int_0^1u^2F(u)\,du,\qquad \langle u\rangle=\frac34,\qquad \Bigl\langle\frac1u\Bigr\rangle=\frac32 .
\]

Each plane is a delta potential of strength \(S\). It either keeps \(v_x\) or flips its sign, with reflection probability \(P\):

\[
P=\frac{S^2}{v_x^2+S^2},\qquad \frac{P}{1-P}=\frac{S^2}{v_x^2}.
\]

For weak reflection, \(S\ll|v_x|\), the flip rate is \(W=S^2/(D|v_x|)\), taken as uniform in \(x\). Flips act only on the part of \(g\), the field-induced change in occupation, that is odd in the velocity normal to the planes. For a field along \(x\), each direction responds with its own time \(\tau^*\):

\[
\frac1{\tau^*}=\frac1\tau+2W,\qquad \frac{\tau}{\tau^*}=1+\frac au,\qquad a=\frac{2\lambda}{D}\,\frac{S^2}{v_F^2}.
\]

The numbers use \(a=(\lambda/D)\,R/(1-R)\) with a fitted \(R\), which is not the delta plane's normal-incidence reflection probability \(R_n\); that obeys \(R_n/(1-R_n)=S^2/v_F^2\).

The conductivity ratio \(f(a)=\rho_0/\rho\) is

\[
f(a)=\Bigl\langle\frac{u}{u+a}\Bigr\rangle=1-\frac{3a}2+3a^2-3a^3\ln\Bigl(1+\frac1a\Bigr).
\]

The first half proved, for every \(a>0\),

\[
1+\frac{4a}3<\frac1{f(a)}<1+\frac{3a}2,\qquad \frac{3a/2}{1/f-1}<\frac98 .
\]

The upper bound is the weak-scattering line, "the line" in comparisons with the true ratio \(1/f\). It is too high by less than 12.5 % of that ratio.

Successive plane distances are independent and Gaussian, with standard deviation \(\ell\). Phase terms between planes carry powers of \(e^{-2k^2\ell^2}\) and are negligible if \(k\ell\gg1\). Interference between successive reflections was neglected.

## The constants cannot be improved

Keep the intercept at one and ask whether another slope would give a tighter bound.

For small \(a\), put \(x=a/u\) in the identity

\[
\frac1{1+x}=1-x+x^2-\frac{x^3}{1+x}<1-x+x^2 .
\]

With \(\langle1/u\rangle=3/2\) and \(\langle1/u^2\rangle=3\int_0^1du=3\), averaging gives

\[
f<1-\frac{3a}2+3a^2,\qquad
\frac{1/f-1}{a}>\frac{3/2-3a}{1-3a/2+3a^2}.
\]

The right side tends to \(3/2\) as \(a\to0\). An upper line with a smaller slope would be violated at small enough \(a\).

For large \(a\), use

\[
\frac u{u+a}=\frac ua-\frac{u^2}{a^2}+\frac{u^3}{a^2(u+a)}>\frac ua-\frac{u^2}{a^2}.
\]

With \(\langle u\rangle=3/4\) and \(\langle u^2\rangle=3/5\), this gives

\[
f>\frac3{4a}-\frac3{5a^2}=\frac3{4a}\Bigl(1-\frac4{5a}\Bigr),
\]

and hence, for \(a>4/5\),

\[
\frac{1}{a f}<\frac43\Bigl(1-\frac4{5a}\Bigr)^{-1}.
\]

The right side tends to \(4/3\), so a lower line with a larger slope would be violated at large enough \(a\). The same inequality gives

\[
\Bigl(1+\frac{3a}2\Bigr)f>\frac{3a}2\,f>\frac98\Bigl(1-\frac4{5a}\Bigr).
\]

The ratio of line to truth thus comes as close to \(9/8\) as desired without reaching it. For the added part, \((3a/2)/(1/f-1)\) is larger than \((3a/2)f\), so it has the same limit.

At large \(a\) the lower bound is very close. The remainder dropped above is smaller than \(u^3/a^3\), so \(f=\frac3{4a}\bigl[1-\frac4{5a}+O(a^{-2})\bigr]\) and

\[
\frac1f=\frac{4a}3+\frac{16}{15}+O\Bigl(\frac1a\Bigr).
\]

The true ratio finally lies \(1/15\approx0.067\) above the lower line. At \(a=100\) the computed values are 134.3996 and 134.3333, a difference of 0.0663.

## The error grows steadily

Let \(Q(a)=(1+3a/2)f(a)\) be the ratio of line to truth. Differentiate inside the average:

\[
\frac{d}{da}\,\frac{(1+\frac{3a}2)u}{u+a}
=\frac{u\bigl[\frac32(u+a)-1-\frac{3a}2\bigr]}{(u+a)^2}
=\frac{u(\frac{3u}2-1)}{(u+a)^2}.
\]

Multiplying by the weight \(3u^2\) gives

\[
Q'(a)=\int_0^1 3u\Bigl(\frac{3u}2-1\Bigr)B(u)\,du,\qquad B(u)=\Bigl(\frac u{u+a}\Bigr)^2 .
\]

The factor in front of \(B\) integrates to \(3(\frac12-\frac12)=0\), so the constant \(B(2/3)\) may be subtracted from \(B\) without changing the integral:

\[
Q'(a)=\int_0^1 3u\Bigl(\frac{3u}2-1\Bigr)\bigl[B(u)-B(\tfrac23)\bigr]du .
\]

Because \(B\) increases with \(u\), both factors are negative for \(0<u<2/3\) and positive for \(u>2/3\). Their product is positive except at isolated points, and \(Q'(a)>0\). The relative error rises from zero towards 12.5 % without turning back.

The computed errors are 0.37 % at \(a=0.1\), 5.1 % at \(a=1\), 11.1 % at \(a=10\) and 12.35 % at \(a=100\). Both bounds, the limit \(9/8\) and the steady rise were also tested with the closed form at 241 values of \(a\) from \(10^{-6}\) to \(10^6\), and all held.

## Reading the parameter from a resistivity

Suppose the ratio \(r=\rho/\rho_0\) is known and \(a\) is wanted. Solving each bound for \(a\) gives

\[
\frac23(r-1)<a<\frac34(r-1).
\]

The left end is the value obtained from the weak-scattering line. It is too low, but by less than one ninth of the true \(a\), because \(r-1>4a/3\) makes it larger than \(8a/9\). If \(D\) and \(\lambda\) are known, the reflection coefficient follows from

\[
\frac R{1-R}=\frac{aD}\lambda\quad\Rightarrow\quad R=\frac{aD/\lambda}{1+aD/\lambda}.
\]

## A narrow copper line

Take \(\lambda=40\) nm, \(\rho_0=1.7\) µΩ cm, \(D=20\) nm and \(R=0.3\). These are rough typical values for a narrow copper interconnect near room temperature. Then

\[
a=\frac{40}{20}\cdot\frac{0.3}{0.7}=0.857 .
\]

The closed form gives \(f=0.4576\), so

\[
\frac\rho{\rho_0}=\frac1{0.4576}=2.185,\qquad
\rho=1.7\times2.185=3.71\ \text{µΩ cm}.
\]

The bounds on the ratio are \(1+4a/3=2.143\) and \(1+3a/2=2.286\), or 3.64 and 3.89 µΩ cm. The weak-scattering line is too high by \(2.286/2.185-1=4.6\,\%\) of the total. Relative to the added part, the error is \(1.286/1.185-1=8.5\,\%\).

In the reverse direction, \(r-1=1.185\) gives \(0.790<a<0.889\). With \(\lambda\) and \(D\) held fixed, this means \(0.283<R<0.308\). The input 0.30 lies inside the interval, and the line alone would return 0.283.

## What the model leaves out

The bounds are a theorem about the model. The following estimates change one assumption at a time and keep the other inputs of the example.

**Outer surfaces.** Consider a film of thickness \(h\) with fully diffuse surfaces and no grain boundaries. Let \(w\) be the magnitude of the direction cosine to the film normal. An electron that left a surface with no drift regains it as \(1-e^{-z/(\lambda w)}\), where \(z\) is its distance from that surface. With \(\kappa=h/\lambda\), the average over the thickness is \(1-(w/\kappa)(1-e^{-\kappa/w})\). For a current in the film plane, the average over azimuth gives the weight \(\frac32(1-w^2)\), so

\[
\frac{\rho_0}{\rho}=\frac32\int_0^1(1-w^2)\Bigl[1-\frac w\kappa\bigl(1-e^{-\kappa/w}\bigr)\Bigr]dw .
\]

For \(h=20\) nm, \(\kappa=0.5\) and \(\rho/\rho_0=1.92\). The surfaces alone add 0.92 times the bulk resistivity, against 1.19 from the boundaries. If the two increases simply added, the ratio would be about 3.1. That additivity is an assumption used here for a rough size; letting each direction regain its drift with its own \(\tau^*\) gives 3.05. A film has two surfaces and a line has four: for a square cross-section of 20 nm by 20 nm the same path argument gives about 2.9 from the walls alone and about 3.9 together with the boundaries.

**Temperature.** Let the line be 80 K warmer, with a rough coefficient of 0.004 per kelvin for the bulk resistivity. The bulk value rises by the factor 1.32. In the free-electron model \(\rho_0\lambda\) is fixed by the electron density, so \(\lambda\) and \(a\) fall by the same factor. With \(R\) and \(D\) fixed, \(a=0.649\) and \(\rho=4.27\) µΩ cm. The total rises by 15 % while the bulk part rises by 32 %. The reason is visible in the bounds: the added part lies between \(\frac43\rho_0a\) and \(\frac32\rho_0a\), and the product \(\rho_0a\) does not change.

**Tilted planes.** Let all planes be tilted so that their normal makes an angle \(\theta\) with the line, and keep \(D\), measured along the normal, unchanged. A field parallel to the planes produces a \(g\) that is even in the velocity component normal to them. Flips then have no effect, and the resistivity in that direction is \(\rho_0\). Along the normal it is \(\rho_0/f\). The line fixes the direction of the current, and the field component along that current gives

\[
\frac\rho{\rho_0}=\frac{\cos^2\theta}f+\sin^2\theta .
\]

For \(\theta=30^\circ\) this is \(0.75\times2.185+0.25=1.89\), which is below the lower bound for normal planes. If instead the spacing along the line is held at 20 nm, \(a\) grows by \(1/\cos\theta\) and the ratio is 2.02, still below that bound.

**Strong reflection.** In the example \(S^2/v_F^2=aD/(2\lambda)=0.214\), so the normal-incidence reflection of the delta plane is \(R_n=0.214/1.214=0.18\). Weak reflection requires \(u^2\gg0.214\), which a large part of the Fermi sphere does not satisfy. Write \(s=S^2/v_F^2\) and keep the full probability \(P=s/(u^2+s)\) in the flip rate:

\[
\frac au=\frac{2\lambda}D\,\frac su\quad\longrightarrow\quad
\frac{2\lambda}D\,\frac{us}{u^2+s}=\frac{au}{u^2+s}.
\]

With this rate the ratio would drop from 2.185 to 1.80, or by 17 %. The figure is not a reliable correction, because strong planes also make the distribution vary with position inside a grain, which a uniform flip rate ignores.

The limit without relaxation between the planes shows how much this matters. For two planes with reflection probabilities \(P_1\) and \(P_2\), adding the intensities of all multiple reflections gives the transmission

\[
T=\frac{(1-P_1)(1-P_2)}{1-P_1P_2}\quad\Rightarrow\quad
\frac{1-T}T=\frac{P_1}{1-P_1}+\frac{P_2}{1-P_2}.
\]

Each plane thus adds \(P/(1-P)\). With a uniform flip rate \(W\) over a length \(L\), the net flux is constant, the density of forward movers falls linearly, and \((1-T)/T=WL/|v_x|\). Fixed planes at distance \(D\) therefore act like the rate

\[
W=\frac{|v_x|}D\,\frac P{1-P}=\frac{S^2}{D\,|v_x|},
\]

which is the original rate, now for any strength. The saturation disappears when \(\lambda u\gg D\). In the example \(\lambda=2D\), which is not deep in this limit. Even so, the classical kinetic equation for equally spaced fixed planes, with the full \(P\) at each plane and a distribution that varies with \(x\), gives the ratio 2.182, within 0.2 % of 2.185. The drop to 1.80 comes from using \(P\) instead of \(P/(1-P)\) in a uniform rate and is not a real correction.

**Phases.** A Fermi energy of 7 eV gives \(k_F=13.55\) nm⁻¹. For a spread \(\ell=5\) nm of the plane distances, the condition \(k\ell\gg1\) certainly fails below \(u_c=0.0148\), where \(k_Fu\,\ell<1\). These directions carry the fraction \(\int_0^{u_c}3u^2du=u_c^3=3\times10^{-6}\) of the bulk current. Each direction contributes between zero and its bulk share, so the failure of the condition in these directions can change \(f\) by no more than this fraction. The condition is not yet well satisfied just above \(u_c\), but at \(u=2u_c\) the factor \(e^{-2k^2\ell^2}\) is already \(e^{-8}\approx3\times10^{-4}\). The directions below \(2u_c\) carry only \(8u_c^3\approx3\times10^{-5}\) of the bulk current. This estimate concerns the phases of single reflections only. Interference between successive reflections, neglected in the first half, can matter in every direction for which \(a/u\) is not small, and its size is not estimated here. An explicit sum over 1000 planes with these distances, averaged over 4000 wave numbers between \(0.1k_F\) and \(k_F\), gave an intensity of 0.987 per plane, where independent planes give 1.

## The example beside a real line

A real line has outer surfaces, boundaries of many orientations and a distribution of boundary strengths. Its boundaries need not conserve the velocity parallel to them, and the Fermi surface of copper is not a sphere. The constants \(4/3\), \(3/2\) and \(9/8=\langle u\rangle\langle1/u\rangle\) are averages over a sphere with a single \(\tau\), and for another Fermi surface they can be larger or smaller. For the numbers used here, diffuse surfaces are the largest of the estimated corrections: they could raise the ratio from about 2.2 to about 3 in a 20 nm film, and to about 4 in a line 20 nm wide and 20 nm high, well above the upper bound. Tilt can bring it below the lower bound. A measured resistivity outside the interval therefore does not contradict the inequality. If the deviation exceeds the measurement error, it shows that the assumed \(a\), the assumed \(\rho_0\) or one of the model's assumptions does not describe that line. Conversely, an \(R\) fitted with surface scattering left out absorbs the surface contribution, and the narrow interval for \(R\) found above measures the error of the linear formulas alone.

The values of both bounds for selected \(a\) from 0.01 to 100, and the figures of the example, are listed in the numerical output.

## Calculated quantities

```
TABLE: a, 1+4a/3, 1/f, 1+3a/2, line too high by (%)
   0.01    1.0133    1.0149    1.0150   0.007
   0.10    1.1333    1.1457    1.1500   0.373
   0.50    1.6667    1.7006    1.7500   2.904
   1.00    2.3333    2.3778    2.5000   5.140
   2.00    3.6667    3.7197    4.0000   7.535
   5.00    7.6667    7.7270    8.5000  10.004
  10.00   14.3333   14.3967   16.0000  11.137
 100.00  134.3333  134.3996  151.0000  12.351
mean of u = 0.7500, mean of 1/u = 1.5000
EXAMPLE (rough copper-line values)
mean free path = 40.0 nm
boundary distance D = 20.0 nm
fitted reflection coefficient R = 0.30
bulk resistivity = 1.70 uOhm cm
a = 0.8571
conductivity ratio f = 0.4576
relative resistivity 1/f = 2.1851
lower bound = 2.1429, upper bound = 2.2857
resistivity = 3.715 uOhm cm
resistivity at lower bound = 3.643 uOhm cm
resistivity at upper bound = 3.886 uOhm cm
line too high by 4.61 % of total
line too high by 8.49 % of added part
a inferred from 1/f: between 0.7901 and 0.8888
R inferred: between 0.2832 and 0.3077
NEGLECTED EFFECTS, one at a time
film thickness = 20.0 nm, diffuse surfaces
surfaces alone: relative resistivity = 1.9161
temperature rise = 80 K, coefficient = 0.004 per K
warm line: a = 0.6494, resistivity = 4.272 uOhm cm
planes tilted by 30 deg: relative resistivity = 1.8888
delta-plane reflection at normal incidence = 0.1765
saturated reflection: relative resistivity = 1.8047
Fermi energy = 7.0 eV, k_F = 13.55 per nm
spread of spacings = 5.0 nm
mean intensity per plane, random spacings = 0.987
random phases fail below u = 0.0148
share of bulk current below that u = 3.2e-06
```
